# Why (001) strain splits Δ valleys and (111) strain splits L valleys

## Symmetry fixes the form of the shift

A conduction-band valley sits on an axis $\hat k$ of the crystal. To first order in a homogeneous strain $\varepsilon$, its energy changes by

$$\Delta E=\sum_{ij}D_{ij}\,\varepsilon_{ij},$$

where $D$ is a symmetric matrix belonging to that valley. Such an expansion requires the band at the valley to be non-degenerate, as the lowest conduction band is at the Δ minima of silicon and the L minima of germanium (spin aside).

The rotations that leave the valley in place restrict $D$. Let $R$ be the rotation about $\hat k$: by 90° for a Δ valley on a cube axis, by 120° for an L valley on a body diagonal. In the diamond structure the 90° rotation is accompanied by a translation, which does not affect energies. Invariance means $RD=DR$.

First, $R(D\hat k)=D(R\hat k)=D\hat k$. The vector $D\hat k$ is unchanged by the rotation, so it lies along $\hat k$, and $\hat k$ is an eigenvector of $D$. Call its eigenvalue $D_\parallel$. Second, consider the plane perpendicular to $\hat k$. If $D$ had two different eigenvalues there, each eigenvector line would have to be carried into itself by $R$. A rotation by 90° or 120° moves every line in that plane, so the two eigenvalues are equal; call them $D_\perp$. Therefore

$$D=D_\perp(1-\hat k\hat k^T)+D_\parallel\hat k\hat k^T=\Xi_d\,1+\Xi_u\,\hat k\hat k^T,$$

with $\Xi_d=D_\perp$ and $\Xi_u=D_\parallel-D_\perp$, and

$$\Delta E=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\hat k\cdot\varepsilon\cdot\hat k .\tag{1}$$

The constants $\Xi_d$ and $\Xi_u$ are deformation potentials. They are shared by all valleys of one family, because crystal rotations carry these valleys into each other. Only $\hat k\cdot\varepsilon\cdot\hat k$, the stretch of the crystal along the valley's own axis, can distinguish them.

A Δ minimum may also move in $k$ under strain. Measure $k$ in coordinates that deform with the lattice. The displacement is proportional to strain, but the energy is stationary at the unstrained minimum, so the displacement changes the energy at second order. Equation (1) is unaffected.

## A biaxial film has one special direction

Let $n$ be the unit normal of the film, $\varepsilon_\parallel$ the equal strain along all in-plane directions, and $\varepsilon_\perp$ the strain along $n$. Tension is positive. Then

$$\varepsilon=\varepsilon_\parallel(1-nn^T)+\varepsilon_\perp nn^T=\varepsilon_\parallel 1+\delta\,nn^T,\qquad \delta=\varepsilon_\perp-\varepsilon_\parallel .$$

The strain is thus an isotropic dilation plus one extra stretch $\delta$ along the normal. Projecting on the valley axis, and using $\hat k\cdot\hat k=1$,

$$\hat k\cdot\varepsilon\cdot\hat k=\varepsilon_\parallel+\delta\,(\hat k\cdot n)^2 .$$

Everything now depends on the squared cosine between valley axis and film normal. Valleys at $+k$ and $-k$ have the same energy by time reversal and count as one axis: silicon has three Δ axes with two valleys each. An L point and its opposite differ by a reciprocal-lattice vector, so germanium's four L axes carry one valley each.

For the Δ axes the squared cosines are $n_x^2,n_y^2,n_z^2$. An L axis is $\hat k=(s_x,s_y,s_z)/\sqrt3$ with each $s_i=\pm1$, which gives

$$(\hat k\cdot n)^2=\tfrac13\left[1+2(s_xs_y\,n_xn_y+s_ys_z\,n_yn_z+s_zs_x\,n_zn_x)\right].\tag{2}$$

| Film | Δ axes $x,y,z$ | L axes |
|---|---|---|
| (001) | 0, 0, 1 | 1/3 for all four |
| (111) | 1/3 for all three | 1 for [111]; 1/9 for the others |

On a (001) film one cube axis points along the extra stretch and two lie across it, whereas the body diagonals all make the same angle with the normal. On a (111) film the cube axes are the ones equally inclined, and one body diagonal is singled out.

The mean of $(\hat k\cdot n)^2$ over either family is 1/3. For Δ this is $(n_x^2+n_y^2+n_z^2)/3$. For L, each sign product in equation (2) is $+1$ for two axes and $-1$ for the other two, so the products average to zero. The family mean therefore shifts by

$$\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\left(\varepsilon_\parallel+\tfrac13\delta\right)=\left(\Xi_d+\tfrac13\Xi_u\right)\mathrm{Tr}\,\varepsilon,$$

because $\mathrm{Tr}\,\varepsilon=3\varepsilon_\parallel+\delta$. A family that stays degenerate can still move as a whole, by an amount set by the volume change. Relative to this mean,

$$\Delta E-\overline{\Delta E}=\Xi_u\,\delta\left[(\hat k\cdot n)^2-\tfrac13\right].\tag{3}$$

Subtracting the entries of the table gives the two splittings:

$$E_z-E_x=\Xi_u\,\delta\quad\text{(Δ, (001) film)},$$

$$E_{[111]}-E_{\rm other}=\left(1-\tfrac19\right)\Xi_u\,\delta=\tfrac89\,\Xi_u\,\delta\quad\text{(L, (111) film)}.$$

## Why the two cases mirror each other

One number describes both families. Define $P=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. Squaring $n_x^2+n_y^2+n_z^2=1$ gives $\sum n_i^4=1-2P$, so the squared deviations from the mean add up, for Δ, to

$$\sum_i\left(n_i^2-\tfrac13\right)^2=\sum_i n_i^4-\tfrac23+\tfrac13=\tfrac23-2P .$$

For L, each deviation is $\tfrac23$ times the round bracket in equation (2). On squaring and summing over four axes, the cross terms contain products such as $(s_xs_y)(s_ys_z)=s_xs_z$, which sum to zero. Each square contributes 4, so

$$\sum_{\rm L}\left[(\hat k\cdot n)^2-\tfrac13\right]^2=\tfrac49\cdot4P=\tfrac{16}{9}P .$$

The L spread vanishes when $P=0$, which requires two components of $n$ to be zero: a cube axis. The Δ spread vanishes when $P=1/3$, which requires $n_x^2=n_y^2=n_z^2$: a body diagonal. For a strain of the form used here, no other normal protects either family. A (110) film has $P=1/4$ and splits both. Its projections are 1/2, 1/2, 0 for Δ and 2/3, 2/3, 0, 0 for L.

The same result can be read from the strain components along the cube axes. A Δ valley responds to its own diagonal component, $\varepsilon_{xx}$, $\varepsilon_{yy}$ or $\varepsilon_{zz}$. For an L valley,

$$\hat k\cdot\varepsilon\cdot\hat k=\tfrac13\left[\mathrm{Tr}\,\varepsilon+2(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx})\right],\tag{4}$$

so L valleys are separated by shear components alone. A (001) film has unequal diagonal components and no shear; a (111) film has equal diagonal components and shear. Equation (4) is the more useful form when the strain is not perfectly biaxial. An in-plane pull along [110], for example, adds $\varepsilon_{xy}$ and splits the L valleys of a (001) film.

## What survives at larger strain

The degeneracies do not rest on the linear expansion. A (001) film under homogeneous biaxial strain keeps the 90° rotation about its normal. Applied repeatedly, it takes [111] to $[\bar111]$, then to $[\bar1\bar11]$, which is the same axis as $[11\bar1]$, and then to $[1\bar11]$. All four L valleys are related by symmetry and have equal energy at any strain that keeps this rotation. Likewise, a (111) film keeps the 120° rotation that permutes $x$, $y$ and $z$, so its Δ valleys stay equal. In a (111) film the two atoms of the cell also shift relative to each other. The shift is along [111] and preserves the rotation.

The splittings have no such protection. No rotation of the (001) film takes $z$ into $x$, so symmetry permits a splitting, and $\Xi_u\delta$ gives its first-order size.

These statements were tested on a strained band structure that does not assume equation (1). It used a local empirical pseudopotential with form factors at squared reciprocal vectors 3, 8 and 11, in units of $(2\pi/a)^2$, of −0.21, 0.04, 0.08 Ry for silicon and −0.23, 0.01, 0.06 Ry for germanium. They were joined by a smooth curve that starts at −2/3 of the free-electron Fermi energy at zero wave vector and reaches zero at 16. The lattice constants were 0.543 and 0.566 nm, and the sublattice shift was included with an internal displacement parameter of 0.5. Spin–orbit coupling and self-consistent screening were left out.

The response of one valley of each kind gave $\Xi_u=10.0$ eV for silicon Δ and 14.1 eV for germanium L; a larger plane-wave basis raises the silicon value by 0.04 eV. With these two constants, equation (3) had to predict every valley on (001), (111) and (110) films at 0.1% strain, using half the difference between tension and compression to remove even orders. The largest error was $4\times10^{-5}$ of $|\Xi_u\delta|$. At 1% strain, the four germanium L valleys on (001) had equal energies to about $10^{-13}$ eV, which is zero within the numerical accuracy. They were evaluated at the L points, where inversion symmetry keeps the energy stationary. The three silicon Δ minima on (111), each located by its own search, agreed equally well.

At the same 1%, the silicon (001) splitting was −0.178 eV from both the bands and the linear rule. The germanium (111) splitting was −0.165 eV from the bands against −0.167 eV from the rule, a difference of 1.4% of the linear value. Within this model, linear theory is adequate at 1% strain for these two splittings, but not for every orientation. On a silicon (110) film at 1% tension, $E_z-E_x$ is 0.053 eV from the bands against 0.076 eV from the rule, because the shear $\varepsilon_{xy}$ lowers the $z$ valley at second order.

## How the free surface sets the size

The splitting needs $\delta$, while growth or bending fixes $\varepsilon_\parallel$. The link is that no force acts on the free surface, $\sigma n=0$. For a cubic crystal the diagonal stresses are $\sigma_{ii}=C_{12}\mathrm{Tr}\,\varepsilon+(C_{11}-C_{12})\varepsilon_{ii}$ and the shear stresses are $\sigma_{ij}=2C_{44}\varepsilon_{ij}$.

On (001) the condition is $\sigma_{zz}=2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp=0$, so

$$\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel,\qquad \delta=-\frac{C_{11}+2C_{12}}{C_{11}}\varepsilon_\parallel .$$

On (111) every element of $nn^T$ is 1/3. The diagonal strains are $\varepsilon_\parallel+\delta/3$, the shear strains are $\delta/3$, and the trace is three times the diagonal strain. Hence

$$\sigma_{xx}=(C_{11}+2C_{12})\left(\varepsilon_\parallel+\tfrac13\delta\right),\qquad \sigma_{xy}=\tfrac23C_{44}\,\delta .$$

Acting on a vector along (1,1,1), the stress gives $\sigma_{xx}+2\sigma_{xy}$ in each component. Setting this to zero and solving for $\delta$,

$$\delta=-\frac{3(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}\,\varepsilon_\parallel .$$

In both cases $\delta$ has the opposite sign to $\varepsilon_\parallel$: under in-plane tension, the strain along the normal lies below the strain in the plane. For silicon and germanium $\varepsilon_\perp$ is itself negative, so the stretched film becomes thinner. With $\Xi_u>0$, tension lowers the valley along the normal. Compression reverses the order, lowering the four in-plane Δ valleys of silicon (001) or the three oblique L valleys of germanium (111).

## Numbers for 1% tension at 300 K

Rough typical parameters are used, with the same in-plane strain for both materials. For silicon, $C_{11},C_{12},C_{44}=166,64,80$ GPa and $\Xi_u=9$ eV. For germanium they are 126, 44, 67 GPa and 16 eV.

For silicon (001), $\delta=-(294/166)\times1\%=-1.771\%$, and

$$E_z-E_x=9\ \text{eV}\times(-0.01771)=-159\ \text{meV}.$$

Relative to the family mean, the $z$ pair falls by two thirds of this, 106 meV, and the other four valleys rise by one third, 53 meV.

For germanium (111), $\delta=-(3\times214/482)\times1\%=-1.332\%$, and

$$E_{[111]}-E_{\rm other}=\tfrac89\times16\ \text{eV}\times(-0.01332)=-189\ \text{meV}.$$

The [111] valley falls by 142 meV from the mean and the other three rise by 47 meV. With the orientations exchanged, both splittings are zero, although $\delta$ is still −1.4% for silicon (111) and −1.7% for germanium (001). The distortion is of similar size, but the valleys project on it equally.

The thermal energy is $k_BT=25.85$ meV. Valleys of one family have equal densities of states, so at low carrier density the shares in the lowest valleys are

$$\frac{2}{2+4e^{-159.4/25.85}}=99.6\%,\qquad \frac{1}{1+3e^{-189.4/25.85}}=99.8\%,$$

against 33% and 25% without strain.

This repopulation matters for transport because the valleys are elongated. With longitudinal and transverse masses $m_l$ and $m_t$, the inverse mass along a unit direction $u$ is

$$\frac1{m_u}=\frac{1-(\hat k\cdot u)^2}{m_t}+\frac{(\hat k\cdot u)^2}{m_l}.\tag{5}$$

With equal populations the mean squared projection is 1/3, and the mean inverse mass is $(2/m_t+1/m_l)/3$. After repopulation, nearly all electrons have their long axis along the normal and move in the plane with mass $m_t$. For silicon ($m_l=0.92$, $m_t=0.19$ electron masses) the effective transport mass falls from 0.26 to 0.19, a factor of 1.4. For germanium (1.6 and 0.08) it falls from 0.12 to 0.08, a factor of 1.5. These are mobility gains at fixed scattering time and unchanged masses; altered scattering between valleys is not included.

## What the simple model leaves out

**Heavy doping.** At $10^{19}$ cm⁻³, Fermi statistics fill the lowest valleys further up. Their shares fall to 99.4% in silicon and 99.3% in germanium, so the repopulation remains nearly complete.

**Confinement.** In a film of width $W$ with hard walls, the lowest level at zero in-plane momentum is $\hbar^2\pi^2/(2m_nW^2)$, where $m_n$ is the mass along the normal. By equation (5) it depends on the same squared projection as the strain shift. Confinement therefore splits the same family, even without strain, and lowers the valley along the normal. For $W=10$ nm it adds −16 meV in silicon (001) and −40 meV in germanium (111). It assists tension and opposes compression, and it grows as $1/W^2$.

**Miscut.** A tilted surface removes the protecting rotation. Tilt a (001) germanium film by a small angle $\theta$ towards [110]. The free-surface condition now requires a shear stress $-\theta\sigma$ along the tilt direction, where $\sigma=(C_{11}+C_{12})\varepsilon_\parallel+C_{12}\varepsilon_\perp=1.39$ GPa is the in-plane stress. Its components give $\varepsilon_{xz}=\varepsilon_{yz}=-\theta\sigma/(2\sqrt2\,C_{44})$. In equation (4) these two shear terms are both negative for [111], both positive for $[11\bar1]$, and cancel for the other two axes, so the spread is

$$\tfrac23\,\Xi_u\cdot4|\varepsilon_{xz}|=\frac{4\,\Xi_u\,\theta\,\sigma}{3\sqrt2\,C_{44}} .$$

For 0.5°, or 0.0087 rad, this is 2.7 meV. Silicon (111), tilted equally towards $[\bar1\bar12]$, shows a Δ spread of 2.1 meV by the linear rule; in the pseudopotential model, second-order terms reduce the model's own linear value of 2.4 meV by about a fifth at 1% tension, and raise it by about a sixth at 1% compression. Both are small beside $k_BT$ at room temperature, but they would matter at a few kelvin, where $k_BT$ is below 1 meV.

**The Γ valley of germanium.** Take it to lie 0.14 eV above L without strain and to approach the L mean by 6 eV per unit volume strain, both rough values. On (001) the volume strain is $2\times1\%-0.698\%=1.30\%$, and the separation shrinks to $140-78=62$ meV. On (111) the volume strain is 1.67%, which leaves 40 meV to the L mean, but the lowest L valley has dropped 142 meV below that mean, so the separation becomes 182 meV. This increase of 42 meV is a difference of two larger rough terms; the pseudopotential model gives an increase of only 13 meV on (111), with the same 78 meV decrease on (001). With a Γ mass of 0.04, the ratio of Γ to L electrons is about $2\times10^{-3}$ on (001) and $7\times10^{-5}$ on (111). The L splitting that helps transport on (111) thus works against bringing Γ down to the lowest L valley, which is what a direct-gap emitter needs.

## Real films and choice of orientation

The silicon example is in the regime of strained silicon on a relaxed (001) silicon–germanium layer with roughly a quarter germanium. The model stress of 1.8 GPa is high but belongs to that regime. The assumption most at risk is full strain: a film that grows too thick relaxes through dislocations. The splitting is linear in strain, so losing a fifth of it lowers 159 meV to about 128 meV. For germanium, 1% tension is far above the roughly 0.2% that films grown on silicon typically retain after cooling. If a (111) film has 0.2%, the splitting is 38 meV and the [111] valley holds 59% of the electrons at 300 K, not 99.8%. The deformation potentials are a further uncertainty: the pseudopotential values differ from the rough ones used here by about 12%, and they depend on the slopes of the smooth curve that joins the form factors: other curves through the same points move them by anything from about −6% to about +20%. The germanium value also rises by about 3.5% if the internal displacement parameter is 0.6 instead of 0.5. The splittings change in proportion.

For electron transport in the film plane, with strain as the means of selecting valleys, the following choices apply:

- For silicon, use a (001) film under tension. On (111), biaxial strain of either sign leaves the Δ populations equal.
- For germanium, use a (111) film under tension, and check that the retained strain gives a splitting of several $k_BT$.
- For germanium light emitters that need Γ close to L, tensile (001) is the better of these two orientations at equal strain, within the rough parameters above.
- If a nominally protected family is found split, look for what breaks the rotation. For L valleys on (001) this is shear along the cube axes, from a miscut or from unequal in-plane strain along the ⟨110⟩ directions. For Δ valleys on (111) it is, to first order, any inequality among $\varepsilon_{xx}$, $\varepsilon_{yy}$ and $\varepsilon_{zz}$. Unequal shear components add a second-order splitting, which in the pseudopotential model at 1% tension is about 2 meV if one shear component changes by a tenth and about 10 meV if it grows by half.

The numerical output that follows lists the projections for the three orientations, and the strains and valley shifts for (001) and (111) films at 1% tension.

## Computed values

```
SQUARED PROJECTIONS (Delta: x y z; L: 111 -111 1-11 11-1)
(001) Delta: 0.0000 0.0000 1.0000 | L: 0.3333 0.3333 0.3333 0.3333
(111) Delta: 0.3333 0.3333 0.3333 | L: 1.0000 0.1111 0.1111 0.1111
(110) Delta: 0.5000 0.5000 0.0000 | L: 0.6667 0.0000 0.0000 0.6667
BAND-STRUCTURE TEST (empirical pseudopotential)
Si Delta minimum, unstrained: 0.854 x 2pi/a
Xi_u from bands: Si Delta 10.04 eV, Ge L 14.10 eV
largest error of projection rule, 0.1% strain, relative to |Xi_u (e_perp-e_par)|: 3.7e-05
1% (001): spread of Ge L valleys 1.2e-13 eV
1% (111): spread of Si Delta valleys 7.8e-14 eV
1% (001): Si E(z)-E(x): bands -0.1779 eV, linear rule -0.1779 eV
1% (111): Ge E(111)-E(-111): bands -0.1646 eV, linear rule -0.1669 eV
WORKED EXAMPLE: INPUTS (rough typical values)
in-plane strain 1.00 %, T = 300 K, kT = 25.85 meV
Si C11 C12 C44: 166 64 80 GPa; Xi_u 9.0 eV; ml 0.92, mt 0.19 m_e
Ge C11 C12 C44: 126 44 67 GPa; Xi_u 16.0 eV; ml 1.6, mt 0.08 m_e
WORKED EXAMPLE: RESULTS
(001) e_perp: Si -0.771 %, Ge -0.698 %
(001) e_perp-e_par: Si -1.771 %, Ge -1.698 %
(001) Si Delta shifts from mean, x y z: 53.1 53.1 -106.3 meV
(001) Ge L shifts from mean, 111 -111 1-11 11-1: 0.0 0.0 0.0 0.0 meV
(111) e_perp: Si -0.436 %, Ge -0.332 %
(111) e_perp-e_par: Si -1.436 %, Ge -1.332 %
(111) Si Delta shifts from mean, x y z: 0.0 0.0 0.0 meV
(111) Ge L shifts from mean, 111 -111 1-11 11-1: -142.1 47.4 47.4 47.4 meV
Si (001) splitting E(z)-E(x): -159.4 meV
Ge (111) splitting E(111)-E(-111): -189.4 meV
in-plane stress: Si (001) 1.81 GPa, Ge (111) 1.78 GPa
share in lowest valleys, dilute: Si (001) 99.58 %, Ge (111) 99.80 %
share without strain: Si z pair 33.3 %, Ge 111 valley 25.0 %
NEGLECTED EFFECTS
share at 1e+19 cm^-3 with Fermi statistics: Si 99.39 %, Ge 99.27 %
confinement, 10 nm hard walls: Si (001) E(z)-E(x) -15.7 meV
confinement, 10 nm hard walls: Ge (111) E(111)-E(-111) -39.7 meV
0.5 degree miscut of (001): Ge L spread 2.74 meV
0.5 degree miscut of (111): Si Delta spread 2.12 meV
Ge Gamma inputs: unstrained Gamma-L 0.14 eV, change per unit volume strain -6.0 eV, mass 0.04 m_e
(001) Ge Gamma above lowest L: 62 meV; Gamma/L electron ratio 1.8e-03
(111) Ge Gamma above lowest L: 182 meV; Gamma/L electron ratio 6.9e-05
```
